# Why the inverse rule speeds up TM modal calculations of metal gratings: a numerical check

```python
"""
Result under test: in TM Fourier modal calculations of a lamellar grating the
product eps*E_x has coincident jumps at the vertical walls and a continuous
value. The truncated Laurent product then misses U_eps*U_E/8 at the wall for
any truncation M, while the inverse rule inv([[1/eps]]) does not. The product
eps*E_z has only one jumping factor and must keep the Laurent rule.

Symbols: M truncation (orders -M..M); [[f]] Toeplitz matrix of f; U jump at a
wall; q2 squared effective index of a layer mode; kx, kz wave numbers / k0.
Lengths inside the solver are multiplied by k0; x fractions are of one period.
Time factor exp(-i omega t), so absorbing media have Im(eps) > 0.
"""
import numpy as np
import mpmath as mp

wavelength, period, width, height = 633.0, 500.0, 250.0, 80.0   # nm
angle = np.radians(30.0)
eps_metal, eps_air, eps_glass = -1.0 + 21.0j, 1.0, 2.1
k0 = 2 * np.pi / wavelength
P = k0 * period
kx0 = np.sin(angle)
fill = width / period
inv = np.linalg.inv


def segment_coeffs(segments, M):
    """Fourier coefficients -2M..2M of a piecewise constant function."""
    n = np.arange(-2 * M, 2 * M + 1)
    safe = np.where(n == 0, 1, n)
    total = np.zeros(len(n), complex)
    for a, b, value in segments:
        part = (np.exp(-2j * np.pi * n * a) - np.exp(-2j * np.pi * n * b))
        total += value * np.where(n == 0, b - a, part / (2j * np.pi * safe))
    return total


def toeplitz(c):
    M = (len(c) - 1) // 4
    i = np.arange(2 * M + 1)
    return c[i[:, None] - i[None, :] + 2 * M]


def matrices(segments, M):
    recip = [(a, b, 1 / v) for a, b, v in segments]
    return (toeplitz(segment_coeffs(segments, M)),
            toeplitz(segment_coeffs(recip, M)))


def orders(M):
    return kx0 + np.arange(-M, M + 1) * 2 * np.pi / P


def layer_operator(T_eps, T_inv, rule_x="inverse", rule_z="laurent"):
    """q2 operator on H_y, and the matrix turning D_x into E_x."""
    M = (len(T_eps) - 1) // 2
    kx = orders(M)
    eps_x = T_eps if rule_x == "laurent" else inv(T_inv)
    inv_eps_z = inv(T_eps) if rule_z == "laurent" else T_inv
    Q2 = eps_x @ (np.eye(2 * M + 1) - kx[:, None] * inv_eps_z * kx[None, :])
    return Q2, inv(eps_x)


def stack(layers, kx, eps_in, eps_out):
    """Zero-order amplitude r0, reflected and transmitted efficiencies."""
    n, i0 = len(kx), len(kx) // 2
    one = np.eye(n)
    kz_in = np.sqrt(eps_in - kx**2 + 0j)
    kz_out = np.sqrt(eps_out - kx**2 + 0j)
    Z = np.diag(kz_out / eps_out)
    through = one.astype(complex)
    for Q2, to_E, thickness in reversed(layers):
        lam, W = np.linalg.eig(Q2)
        q = np.sqrt(lam + 0j)
        q = np.where(q.imag < 0, -q, q)
        V = to_E @ W * q[None, :]
        X = np.exp(1j * q * k0 * thickness)
        R = np.linalg.solve(V + Z @ W, V - Z @ W)
        loop = X[:, None] * R * X[None, :]
        top = inv(W @ (one + loop))
        through = through @ (W @ (one + R) * X[None, :]) @ top
        Z = V @ (one - loop) @ top
    Y = np.diag(kz_in / eps_in)
    incident = one[:, i0]
    r = np.linalg.solve(Y + Z, (Y - Z) @ incident)
    t = through @ (incident + r)
    flux = (kz_in[i0] / eps_in).real
    return (r[i0], abs(r)**2 * (kz_in / eps_in).real / flux,
            abs(t)**2 * (kz_out / eps_out).real / flux)


lines = [(0.0, fill, eps_metal), (fill, 1.0, eps_air)]


def grating(M, rule_x, segments=lines):
    Q2, to_E = layer_operator(*matrices(segments, M), rule_x)
    return stack([(Q2, to_E, height)], orders(M), eps_air, eps_glass)


print(f"Wavelength {wavelength:.0f} nm, incidence {np.degrees(angle):.0f} deg")
print(f"Period {period:.0f} nm, width {width:.0f} nm, height {height:.0f} nm")
print(f"Permittivity: metal {eps_metal:.1f}, glass {eps_glass:.1f}")

# --- Product of two given functions: quadrature against the jump formula ---
M = 160
nodes, weights = np.polynomial.legendre.leggauss(500)
x = np.concatenate([0.25 + 0.25 * nodes, 0.75 + 0.25 * nodes])
w = np.concatenate([0.25 * weights, 0.25 * weights])


def D_field(s):
    return (1 + 0.3 * np.cos(2 * np.pi * s)
            + 0.3 * abs(np.sin(2 * np.pi * s)))


eps_x_values = np.where(x < fill, eps_metal, eps_air)
basis = np.exp(-2j * np.pi * np.outer(np.arange(-M, M + 1), x)) * w
D_n = basis @ D_field(x)
E_n = basis @ (D_field(x) / eps_x_values)
T_eps, T_inv = matrices(lines, M)
missing = D_n - T_eps @ E_n
jump_product = (eps_metal - eps_air) * (1 / eps_metal - 1 / eps_air)
wall_found = missing.sum()
wall_formula = D_field(0.0) * jump_product / 8
zero_found = missing[M]
zero_formula = ((D_field(0.0) + D_field(0.5)) * jump_product
                / (2 * np.pi**2 * M))
inverse_wall = (D_n - np.linalg.solve(T_inv, E_n)).sum()
assert abs(wall_found / wall_formula - 1) < 0.05    # finite-M remainder
assert abs(zero_found / zero_formula - 1) < 0.05
assert abs(inverse_wall) < 0.02 * abs(wall_found)
print(f"Test product at M={M}, D at wall {D_field(0.0):.2f} (dimensionless):")
print(f"  Laurent defect at wall, found     {wall_found:.4f}")
print(f"  Laurent defect at wall, U*U/8     {wall_formula:.4f}")
print(f"  Laurent loss in order 0, found    {zero_found:.6f}")
print(f"  Laurent loss in order 0, formula  {zero_formula:.6f}")
print(f"  inverse-rule defect at wall, size {abs(inverse_wall):.2e}")
glass_rel = (eps_glass - 1)**2 / (8 * eps_glass)
print(f"Relative defect: metal/air {abs(jump_product) / 8:.3f}, "
      f"glass/air {glass_rel:.3f}")

# One jumping factor only: here the Laurent rule must win.
h_n = basis @ (D_field(x) * eps_x_values)
single_L = np.linalg.norm(T_eps @ D_n - h_n)
single_I = np.linalg.norm(np.linalg.solve(T_inv, D_n) - h_n)
assert single_L < 0.1 * single_I
print(f"One factor jumps, error norm: Laurent {single_L:.2e}, "
      f"inverse {single_I:.2e}")


# --- Stability of the inverse ---
def distance_to_segment(a, b):
    s = np.clip((-a * np.conj(b - a)).real / abs(b - a)**2, 0, 1)
    return abs(a + s * (b - a))


for name, T, a, b in (("[[1/eps]]", T_inv, 1 / eps_metal, 1 / eps_air),
                      ("[[eps]]", T_eps, eps_metal, eps_air)):
    smallest = np.linalg.svd(T, compute_uv=False)[-1]
    bound = distance_to_segment(a, b)
    assert smallest >= bound * (1 - 1e-9)
    print(f"Smallest singular value of {name}: {smallest:.4f}, "
          f"bound {bound:.4f}")


# --- Layer mode against the exact transcendental equation ---
def mode_equation(q2):
    b1, b2 = mp.sqrt(eps_metal - q2), mp.sqrt(eps_air - q2)
    p1, p2 = b1 * P * fill, b2 * P * (1 - fill)
    ratio = b1 * eps_air / (eps_metal * b2)
    value = (mp.cos(p1) * mp.cos(p2) - mp.cos(kx0 * P)
             - (ratio + 1 / ratio) / 2 * mp.sin(p1) * mp.sin(p2))
    return value / mp.cos(p1)


root = complex(mp.findroot(mode_equation,
                           (mp.mpc(1.10, 0.10), mp.mpc(1.15, 0.15))))
assert 1.0 < root.real < 1.5


def nearest_mode(Q2):
    lam = np.linalg.eigvals(Q2)
    return lam[np.argmin(abs(lam - root))]


print(f"Exact gap mode q^2 = {root:.6f} (dimensionless)")
print("Error of q^2: M, Laurent on eps*E_x, inverse on eps*E_x, "
      "inverse on both")
mode_M = [10, 20, 40, 80]
mode_error = []
for M in mode_M:
    T_eps, T_inv = matrices(lines, M)
    row = [abs(nearest_mode(layer_operator(T_eps, T_inv, rx, rz)[0]) - root)
           for rx, rz in (("laurent", "laurent"), ("inverse", "laurent"),
                          ("inverse", "inverse"))]
    mode_error.append(row)
    print(f"  {M:3d}  {row[0]:.3e}  {row[1]:.3e}  {row[2]:.3e}")
mode_error = np.array(mode_error)
slopes = [np.polyfit(np.log(mode_M[1:]), np.log(mode_error[1:, j]), 1)[0]
          for j in range(2)]
print(f"Measured exponent of M (20 to 80): Laurent {slopes[0]:.2f}, "
      f"inverse {slopes[1]:.2f}")
assert -1.7 < slopes[0] < -0.5
assert slopes[1] < -1.7
assert mode_error[2, 0] > 10 * mode_error[2, 1]
assert mode_error[2, 2] > 10 * mode_error[2, 1]

# --- Cause: remove the jump by grading the wall, and the gap closes ---
M = 40
samples = 4096
grade = 0.03                                   # wall scale / period
s = np.arange(samples) / samples
share = 1 / (1 + np.exp(-np.sin(2 * np.pi * s) / (2 * np.pi * grade)))
graded = eps_air + (eps_metal - eps_air) * share
pick = np.arange(-2 * M, 2 * M + 1) % samples
G_eps = toeplitz((np.fft.fft(graded) / samples)[pick])
G_inv = toeplitz((np.fft.fft(1 / graded) / samples)[pick])
T_eps, T_inv = matrices(lines, M)
split_sharp, split_graded = [
    abs(nearest_mode(layer_operator(A, B, "laurent")[0])
        - nearest_mode(layer_operator(A, B, "inverse")[0]))
    for A, B in ((T_eps, T_inv), (G_eps, G_inv))]
assert split_graded < 0.01 * split_sharp
print(f"Rule difference in q^2 at M={M}: sharp walls {split_sharp:.2e}, "
      f"graded over {grade * period:.0f} nm {split_graded:.2e}")

# --- Layer matching code against the closed formula for a uniform film ---
M = 2
film = [(0.0, 1.0, eps_metal)]
r_code = grating(M, "inverse", film)[0]
kz = [np.sqrt(e - kx0**2 + 0j) for e in (eps_air, eps_metal, eps_glass)]
Y = [k / e for k, e in zip(kz, (eps_air, eps_metal, eps_glass))]
r12, r23 = (Y[0] - Y[1]) / (Y[0] + Y[1]), (Y[1] - Y[2]) / (Y[1] + Y[2])
phase = np.exp(2j * kz[1] * k0 * height)
assert abs(r_code - (r12 + r23 * phase) / (1 + r12 * r23 * phase)) < 1e-9

# --- Lossless lines: both rules conserve energy although they disagree ---
clear = [(0.0, fill, 6.0), (fill, 1.0, eps_air)]
balance = []
for rule in ("laurent", "inverse"):
    _, R, T = grating(6, rule, clear)
    assert abs(R.sum() + T.sum() - 1) < 1e-8
    balance.append((R[6], R.sum() + T.sum()))
assert abs(balance[0][0] - balance[1][0]) > 1e-4
print(f"Lossless lines (eps 6, M=6): R0 Laurent {balance[0][0]:.5f}, "
      f"inverse {balance[1][0]:.5f}")
print(f"  energy sums {balance[0][1]:.8f} and {balance[1][1]:.8f}")


# --- Independent finite-difference modal calculation of the grating ---
def finite_difference(N):
    h = P / N
    xc = (np.arange(N) + 0.5) * h
    eps = np.where(np.arange(N) < round(fill * N), eps_metal, eps_air)
    eps_edge = (eps + np.roll(eps, -1)) / 2     # continuous flux at the edge
    G = (np.diag(np.ones(N - 1), 1) - np.eye(N)).astype(complex)
    G[-1, 0] = np.exp(1j * kx0 * P)
    G /= h
    Q2 = eps[:, None] * (np.eye(N) - G.conj().T @ (G / eps_edge[:, None]))
    kx = kx0 + np.arange(-(N // 2), N - N // 2) * 2 * np.pi / P
    F = np.exp(1j * np.outer(xc, kx)) / np.sqrt(N)
    Q2 = F.conj().T @ Q2 @ F
    to_E = F.conj().T @ (F / eps[:, None])
    kx_grid = 2 / h * np.sin(kx * h / 2)
    r0, R, _ = stack([(Q2, to_E, height)], kx_grid, eps_air, eps_glass)
    return r0, R[N // 2], Q2


_, R_coarse, Q2_coarse = finite_difference(200)
assert abs(nearest_mode(Q2_coarse) - root) < 2e-3   # grid error of order h^2
r_fd, R_fd, _ = finite_difference(400)
print(f"Finite-difference R0: 200 cells {R_coarse:.5f}, 400 cells {R_fd:.5f}")

print("Reflectance R0: M, Laurent, inverse, then |r0 - r0(400 cells)| of each")
amp_error = {}
for M in (5, 10, 20, 40, 80):
    rL, RL, _ = grating(M, "laurent")
    rI, RI, TI = grating(M, "inverse")
    amp_error[M] = (abs(rL - r_fd), abs(rI - r_fd))
    print(f"  {M:3d}  {RL[M]:.5f}  {RI[M]:.5f}  "
          f"{amp_error[M][0]:.2e}  {amp_error[M][1]:.2e}")
rms = np.sqrt(np.mean([np.square(amp_error[m]) for m in (10, 20, 40)], axis=0))
assert amp_error[80][1] < 5e-3                 # corner error of the grid
assert rms[0] > 2 * rms[1]
assert amp_error[80][0] < amp_error[10][0]
print(f"At M=80, inverse rule: R(-1) {RI[79]:.5f}, T0 {TI[80]:.5f}, "
      f"absorbed {1 - RI.sum() - TI.sum():.5f}")
assert 0 < 1 - RI.sum() - TI.sum() < 1

# --- Size of effects left out of the model ---
M = 30


def R0_of(slices):
    layers = [(*layer_operator(*matrices(seg, M)), thick)
              for seg, thick in slices]
    return stack(layers, orders(M), eps_air, eps_glass)[1][M]


R_base = R0_of([(lines, height)])
tilt, steps = np.radians(3.0), 8
tilted = []
for j in range(steps):
    inset = np.tan(tilt) * height * (0.5 - (j + 0.5) / steps) / period
    tilted.append(([(inset, fill - inset, eps_metal),
                    (fill - inset, 1 + inset, eps_air)], height / steps))
skin, eps_oxide = 2.0, 6.0
t = skin / period
coated = [([(-t, fill + t, eps_oxide), (fill + t, 1 - t, eps_air)], skin),
          ([(-t, 0.0, eps_oxide), (0.0, fill, eps_metal),
            (fill, fill + t, eps_oxide), (fill + t, 1 - t, eps_air)], height)]
changed = [([(0.0, fill, 1.1 * eps_metal), (fill, 1.0, eps_air)], height)]
back = abs((Y[2] - Y[0]) / (Y[2] + Y[0]))**2 * TI[80]**2
print(f"Neglected effects, change of R0 (base {R_base:.5f} at M={M}):")
print(f"  wall tilt {np.degrees(tilt):.0f} deg      "
      f"{R0_of(tilted) - R_base:+.5f}")
print(f"  oxide skin {skin:.0f} nm (eps {eps_oxide:.0f})  "
      f"{R0_of(coated) - R_base:+.5f}")
print(f"  metal permittivity +10%  {R0_of(changed) - R_base:+.5f}")
print(f"  back face of plate, estimate  {back:+.5f}")
print("ALL CHECKS PASSED")
```

Output:

```
Wavelength 633 nm, incidence 30 deg
Period 500 nm, width 250 nm, height 80 nm
Permittivity: metal -1.0+21.0j, glass 2.1
Test product at M=160, D at wall 1.30 (dimensionless):
  Laurent defect at wall, found     0.4925-3.4374j
  Laurent defect at wall, U*U/8     0.4879-3.4048j
  Laurent loss in order 0, found    0.001901-0.013268j
  Laurent loss in order 0, formula  0.001901-0.013268j
  inverse-rule defect at wall, size 5.22e-04
Relative defect: metal/air 2.646, glass/air 0.072
One factor jumps, error norm: Laurent 2.63e-04, inverse 8.57e-01
Smallest singular value of [[1/eps]]: 0.0474, bound 0.0474
Smallest singular value of [[eps]]: 0.9957, bound 0.9955
Exact gap mode q^2 = 1.122719+0.141172j (dimensionless)
Error of q^2: M, Laurent on eps*E_x, inverse on eps*E_x, inverse on both
   10  8.820e-02  3.094e-04  8.434e-02
   20  4.603e-02  2.435e-05  3.939e-02
   40  2.338e-02  2.052e-06  1.944e-02
   80  1.159e-02  1.950e-07  9.670e-03
Measured exponent of M (20 to 80): Laurent -1.00, inverse -3.48
Rule difference in q^2 at M=40: sharp walls 2.34e-02, graded over 15 nm 9.72e-13
Lossless lines (eps 6, M=6): R0 Laurent 0.05336, inverse 0.04638
  energy sums 1.00000000 and 1.00000000
Finite-difference R0: 200 cells 0.16940, 400 cells 0.16934
Reflectance R0: M, Laurent, inverse, then |r0 - r0(400 cells)| of each
    5  0.18667  0.16268  2.74e-02  9.54e-03
   10  0.17234  0.16784  1.06e-02  2.11e-03
   20  0.17112  0.16882  6.55e-03  6.58e-04
   40  0.17044  0.16914  3.45e-03  2.68e-04
   80  0.16993  0.16925  1.62e-03  2.22e-04
At M=80, inverse rule: R(-1) 0.11601, T0 0.25383, absorbed 0.32992
Neglected effects, change of R0 (base 0.16905 at M=30):
  wall tilt 3 deg      +0.00199
  oxide skin 2 nm (eps 6)  -0.00144
  metal permittivity +10%  +0.00499
  back face of plate, estimate  +0.00134
ALL CHECKS PASSED
```
